Real-orbital Bethe-Salpeter equation: symmetric reduction and normalized amplitudes

**Definitions and conventions**

Consider a closed-shell system with real spatial orbitals: i, j are occupied and a, b are empty. There are N pairs ia, with orbital-energy differences Δ_ia = ε_a − ε_i. Atomic units are used. The screened interaction W is static, real and symmetric in its two points, and

W(pq,rs) = ∫∫ φ_p(r)φ_q(r) W(r,r′) φ_r(r′)φ_s(r′) dr dr′.

The bare Coulomb integral (pq|rs) has the same index order. The N×N matrices of the Bethe-Salpeter problem are

A_ia,jb = Δ_ia δ_ij δ_ab + κ(ia|jb) − W(ij,ab)
B_ia,jb = κ(ia|jb) − W(ib,ja),

with κ = 2 for singlets and κ = 0 for triplets. Real orbitals make both matrices real and symmetric. The excitation amplitudes X and de-excitation amplitudes Y obey

AX + BY = ΩX
BX + AY = −ΩY.  (1)

With v = (X,Y), this reads

Kv = ΩJv, K = [[A, B],[B, A]], J = [[1, 0],[0, −1]].  (2)

The Tamm-Dancoff approximation sets B = 0, which leaves AX = ωX with XᵀX = 1. In the full problem the norm is

vᵀJv = XᵀX − YᵀY = 1 for Ω > 0.  (3)

The minus sign comes from J. The value 1 is what makes the amplitudes give the linear response without further factors, as shown below.

Four abbreviations are used throughout:

S = A + B, D = A − B, p = X + Y, m = X − Y.

Since X = (p+m)/2 and Y = (p−m)/2, the norm is

XᵀX − YᵀY = ¼[(p+m)ᵀ(p+m) − (p−m)ᵀ(p−m)] = pᵀm.  (4)

The result to be derived is that, for positive definite D,

MZ = Ω²Z, M = D^(1/2) S D^(1/2), ZᵀZ = 1,  (5)

and that each Ω² > 0 gives the normalized amplitudes

X + Y = Ω^(−1/2) D^(1/2) Z
X − Y = Ω^(1/2) D^(−1/2) Z.  (6)

The bare exchange cancels in D:

D_ia,jb = Δ_ia δ_ij δ_ab − W(ij,ab) + W(ib,ja).

D is therefore the same for singlets and triplets. The W terms remain, so D is in general not diagonal, and D^(1/2) is a matrix root: diagonalize D, take the positive roots of its eigenvalues, and transform back.

**First derivation: elimination**

Adding the two lines of (1) gives (A+B)X + (A+B)Y = Ω(X−Y). Subtracting the second from the first gives (A−B)X − (A−B)Y = Ω(X+Y). Thus

Sp = Ωm, Dm = Ωp.  (7)

Apply D to the first equation and use the second:

DSp = ΩDm = Ω²p.  (8)

The dimension has dropped from 2N to N, but DS is not symmetric unless D and S commute. Because D is positive definite, it has a real, symmetric, invertible root. Write p = cD^(1/2)Z, with c a number still to be found, and multiply (8) from the left by D^(−1/2):

D^(−1/2) D S D^(1/2) Z = Ω² D^(−1/2) D^(1/2) Z,

which is MZ = Ω²Z. M is real and symmetric, so Ω² is real and the vectors Z can be chosen orthonormal, also within degenerate levels.

For Ω ≠ 0 the second equation of (7) gives the other combination:

m = ΩD^(−1)p = cΩD^(−1/2)Z.

The roots cancel in the norm (4):

pᵀm = c²Ω ZᵀD^(1/2)D^(−1/2)Z = c²Ω.

Setting this to 1 requires Ω > 0 and gives c = Ω^(−1/2), which is (6). The factors Ω^(−1/2) and Ω^(1/2) are therefore fixed by the norm.

Conversely, each Z with Ω² > 0 yields a solution. From (5), SD^(1/2)Z = D^(−1/2)MZ = Ω²D^(−1/2)Z, so

Sp = Ω^(−1/2)Ω²D^(−1/2)Z = Ω·Ω^(1/2)D^(−1/2)Z = Ωm
Dm = Ω^(1/2)D^(1/2)Z = Ω·Ω^(−1/2)D^(1/2)Z = Ωp.

Changing the sign of m and of Ω leaves (7) valid. Since m → −m exchanges X and Y, every solution (X,Y) at Ω has a partner (Y,X) at −Ω, with norm −1.

Any two states n and k satisfy

p_nᵀm_k = (Ω_k/Ω_n)^(1/2) Z_nᵀZ_k = δ_nk.  (9)

If all Ω² are positive, the Z_n form a complete orthonormal set, and (6) gives

Σ_n p_n m_nᵀ = D^(1/2)(Σ_n Z_nZ_nᵀ)D^(−1/2) = 1
Σ_n Ω_n p_n p_nᵀ = D^(1/2)(Σ_n Z_nZ_nᵀ)D^(1/2) = D.  (10)

**Second derivation: a stationary quotient**

Now assume that K is positive definite. In terms of p and m,

vᵀKv = ½(pᵀSp + mᵀDm).  (11)

To see this, note that vᵀKv = XᵀAX + YᵀAY + 2XᵀBY. Inserting X and Y gives XᵀAX + YᵀAY = ½(pᵀAp + mᵀAm) and 2XᵀBY = ½(pᵀBp − mᵀBm), where the cross terms cancel because B is symmetric. Since p and m are independent, K is positive definite if and only if both S and D are.

Consider the quotient

ρ(v) = vᵀJv / vᵀKv.

Its denominator is positive for every v ≠ 0. Setting its derivative to zero gives Jv = ρKv. A stationary value cannot vanish, because J is invertible, so this is Kv = ρ^(−1)Jv. The stationary points are the solutions of (2), with Ω = 1/ρ.

Introduce ξ = S^(1/2)p and η = D^(1/2)m. With (4) and (11),

ρ = 2pᵀm/(pᵀSp + mᵀDm) = 2ηᵀGξ/(ξᵀξ + ηᵀη), G = D^(−1/2)S^(−1/2).  (12)

Differentiation with respect to η and ξ gives

Gξ = ρη, Gᵀη = ρξ.  (13)

These are the eigenvalue equations of the real symmetric matrix [[0, Gᵀ],[G, 0]], so every ρ is real, and hence so is every Ω. Eliminating ξ gives GGᵀη = ρ²η. Moreover,

GGᵀ = D^(−1/2)S^(−1)D^(−1/2) = (D^(1/2)SD^(1/2))^(−1) = M^(−1).

Hence Mη = Ω²η, which is (5), and η is proportional to a unit eigenvector Z.

The length of η follows from the norm. By (12) and (13), pᵀm = ηᵀGξ = ρηᵀη. Setting this to 1 gives ηᵀη = Ω for a positive root, so η = Ω^(1/2)Z and

m = D^(−1/2)η = Ω^(1/2)D^(−1/2)Z.

For p, use ξ = ΩGᵀη:

p = S^(−1/2)ξ = ΩS^(−1)D^(−1/2)η = Ω^(3/2)S^(−1)D^(−1/2)Z.

Inverting (5) as S^(−1)D^(−1/2)Z = Ω^(−2)D^(1/2)Z turns this into p = Ω^(−1/2)D^(1/2)Z. Both lines of (6) are recovered.

**What each derivation assumes**

Both rest on real symmetric A and B. Real orbitals put the same A and B in both lines of (1), which lets p and m separate, and symmetry is what makes D^(1/2) and M symmetric and removes the cross terms in (11). The elimination requires D to be positive definite but sets no condition on S. It therefore covers unstable problems, where some Ω² are negative. The quotient requires both S and D to be positive definite. In return it shows at once that all Ω are real, and it supplies the extremal property used below for the Tamm-Dancoff energies.

The sign of Ω² can be read from S. For x = D^(1/2)y,

yᵀMy = xᵀSx.

The map between x and y is invertible, so the largest subspace on which M is negative has the same dimension as that for S. This dimension is the number of negative eigenvalues. Hence M and S have equal numbers of negative eigenvalues, though not the same eigenvalues.

For Ω² < 0 the frequencies are an imaginary pair, and a small disturbance of the reference state has a growing solution. Norm (3) is then unavailable: v†Kv = Ωv†Jv has a real left side, and v†Jv is real, so an imaginary Ω forces v†Jv = 0. At Ω = 0, (7) gives Sp = 0 and Dm = 0. Positive definite D then requires m = 0, so X = Y and the norm is again zero.

If S is positive definite but D is not, exchange S with D and p with m in (7). The symmetric matrix is then S^(1/2)DS^(1/2), with m = Ω^(−1/2)S^(1/2)Z and p = Ω^(1/2)S^(−1/2)Z. If neither matrix is definite, even Ω² may be complex. For S = [[1,0],[0,−1]] and D = [[0,1],[1,0]], the product DS = [[0,−1],[1,0]] has eigenvalues ±i.

**Why the norm must be one**

Let a field F along z add the energy +Fz to each electron, and let d_ia be the matrix element of z between φ_i and φ_a. For independent pairs, first-order perturbation theory at frequency ν gives the amplitudes −Fd/(Δ−ν) and −Fd/(Δ+ν) for each spin. The field acts equally on both spins, so the amplitudes of the two spins are equal. Their bare-Coulomb couplings then add to 2(ia|jb), and only the singlet problem enters; triplet states carry no dipole strength. With the interactions included, the diagonal matrix of Δ is therefore replaced by the singlet K (κ = 2):

(K − νJ)v = −Fb, b = (d,d).

The induced dipole moment is −2bᵀv, where 2 counts the spins and the minus sign is the electron charge. The polarizability is therefore

α(ν) = 2bᵀ(K − νJ)^(−1)b.

In a stable problem, expand the solution h of (K − νJ)h = b in the states v_n = (X_n,Y_n) and their partners v̄_n = (Y_n,X_n), as h = Σ_n(g_n v_n + ḡ_n v̄_n). By the same algebra as in (4), v_nᵀJv_k = ½(p_nᵀm_k + m_nᵀp_k), which (9) makes δ_nk. Reversing m for one partner gives zero, and reversing it for both gives −δ_nk. Since Kv_n = Ω_nJv_n and Kv̄_n = −Ω_nJv̄_n, projection on v_n and v̄_n gives

g_n(Ω_n − ν) = v_nᵀb = d·p_n
ḡ_n(Ω_n + ν) = v̄_nᵀb = d·p_n.

Therefore

α(ν) = 2Σ_n(d·p_n)²[1/(Ω_n−ν) + 1/(Ω_n+ν)] = Σ_n f_n/(Ω_n² − ν²)
f_n = 4Ω_n(d·p_n)².  (14)

For an atom, f_n is the oscillator strength of a whole threefold P level, since its three members respond equally to fields along their own axes. By (10), the strengths add up to

Σ_n f_n = 4dᵀDd.  (15)

Had p been given unit length instead of norm (3), each f_n would be divided by p_nᵀp_n, and (14) would no longer be the response of the same equations.

**The Tamm-Dancoff energies lie above**

Order the positive roots of the full problem and the Tamm-Dancoff energies upward, and let K be positive definite. The nth largest value of ρ is 1/Ω_n. Any n-dimensional space of vectors v shares a nonzero vector with the space spanned by the stationary vectors numbered n to 2N, because the dimensions n and 2N−n+1 add to more than 2N. On that shared vector ρ ≤ 1/Ω_n. The minimum of ρ over any n-dimensional space is therefore at most 1/Ω_n.

Choose Y = 0 and let X range over the n lowest Tamm-Dancoff vectors. Then ρ = XᵀX/XᵀAX, whose minimum is 1/ω_n. It follows that 1/ω_n ≤ 1/Ω_n, or

Ω_n ≤ ω_n.  (16)

The size of the lowering follows from the second line of (1), Y = −(A+Ω)^(−1)BX. Inserted in the first line, it gives

[A − B(A+Ω)^(−1)B]X = ΩX.

For a nondegenerate level and small B, the second term is a second-order perturbation. Its leading effect is found by using ω and the unit Tamm-Dancoff vector X:

Ω ≈ ω − XᵀB(A+ω)^(−1)BX.  (17)

For a single pair, (5) reduces to Ω = (A²−B²)^(1/2), and p² = D/Ω = [(A−B)/(A+B)]^(1/2). A positive B then lowers the energy and also shortens p, which weakens the transition dipole.

**The beryllium atom**

The example is Be in the cc-pVDZ basis, with Hartree-Fock orbitals and static screening in the random-phase approximation (RPA). Hartree-Fock orbital energies stand in for quasiparticle energies. GW corrections, dynamical screening and basis-set convergence are left out, so the energies are not predictions for the measured spectrum. Six digits are kept where they help in following the arithmetic.

With 1s frozen in A and B, there are two pairs from 2s to the p_z orbitals. The 1s pairs are kept in the screening of W; leaving them out there as well would raise the lowest Ω below by 0.00003 hartree. For the singlet, in hartree,

A = [[0.211543, 0.002987],[0.002987, 0.432400]]
B = [[0.076115, −0.046635],[−0.046635, 0.047361]].

Up to rounding in the last digit, their difference and sum are

D = [[0.135427, 0.049622],[0.049622, 0.385039]]
S = [[0.287658, −0.043649],[−0.043649, 0.479761]].

The eigenvalues of D are 0.125925 and 0.394542, and those of S are 0.278206 and 0.489213. Both matrices are positive definite.

A 2×2 matrix R satisfies R² − (tr R)R + det R = 0. With R² = D, this gives R = (D + δ)/τ, where δ = (det D)^(1/2) and τ = tr R. Taking the trace gives τ² = tr D + 2δ. Here, up to rounding in the last digit of each result, δ = 0.222895 and τ = (0.520466 + 0.445790)^(1/2) = 0.982984. The first element is (0.135427 + 0.222895)/0.982984 = 0.36453, and altogether

D^(1/2) = [[0.364526, 0.050481],[0.050481, 0.618458]].

Multiplying out D^(1/2)SD^(1/2) gives, in hartree²,

M = [[0.037840, 0.010320],[0.010320, 0.181512]].

Half the trace is 0.109676 and half the diagonal difference is 0.071836, so the lower eigenvalue is

Ω² = 0.109676 − (0.071836² + 0.010320²)^(1/2) = 0.037102,

and Ω = 0.192620 hartree. The second row of the eigenvalue equation gives Z₂/Z₁ = −0.010320/(0.181512 − 0.037102) = −0.07146. After normalization, Z = (0.997456, −0.071282).

With Ω^(1/2) = 0.438885, the first component of X+Y is

(0.364526×0.997456 − 0.050481×0.071282)/0.438885 = 0.82026.

The inverse root D^(−1/2) has elements 2.774654, −0.226477 and 1.635410 in the order 11, 12, 22. The first component of X−Y is then

0.438885×(2.774654×0.997456 + 0.226477×0.071282) = 1.22174.

The complete vectors are

X+Y = (0.820261, 0.014280), X−Y = (1.221741, −0.150307)
X = (1.021001, −0.068014), Y = (−0.200740, 0.082294).

Their norm is 0.820261×1.221741 − 0.014280×0.150307 = 1.00000. Separately, XᵀX = 1.047069 and YᵀY = 0.047069. The squared length of X+Y is 0.673032, well below 1.

The original equation can be checked directly. The first component of AX + BY is 0.215986 − 0.000203 − 0.015279 − 0.003838 = 0.196666, and ΩX₁ = 0.192620×1.021001 = 0.196665.

Including the 1s pairs gives the complete p_z sector of this basis. Its lowest full energy is 0.1924 hartree (5.24 eV), and its lowest Tamm-Dancoff energy is 0.2113 hartree (5.75 eV). The Tamm-Dancoff value is about 10% above the full one. Estimate (17) gives a shift of −0.0175 hartree, against the actual −0.0189 hartree. These values are not converged in the basis: in aug-cc-pVQZ the two energies are 0.1868 and 0.2009 hartree, about 8% apart, and the estimated and actual shifts are −0.0121 and −0.0141 hartree.

The strength changes more than the energy: f is 1.42 in the full problem and 2.32 in the Tamm-Dancoff approximation. Giving X+Y unit length would produce 2.11 from the full solution. In this basis the second level moves the other way, from 0.0085 in Tamm-Dancoff to 0.097 in the full problem, so the equations do not force every strength up when B is dropped. This reversal belongs to the cc-pVDZ matrices and not to the atom: in aug-cc-pVQZ the second level has 0.22 in Tamm-Dancoff and 0.048 in the full problem, and the first has 1.94 and 1.35. The four full strengths add to 1.965, as does 4dᵀDd; this sum also depends strongly on the basis and reaches 3.42 in aug-cc-pVQZ.

For the triplet with screened W, the lowest eigenvalue of S is 0.0474 hartree and the lowest Ω² is 0.00600 hartree². The root is Ω = 0.0775 hartree, against a Tamm-Dancoff energy of 0.0873 hartree. With the bare interaction in place of W, the lowest eigenvalue of S is −0.0089 hartree and Ω² = −0.00118 hartree², so the problem is unstable. The Tamm-Dancoff energy is still positive, at 0.0629 hartree. The signs persist in aug-cc-pVQZ while the digits move: for these three quantities the bare values become −0.0096 hartree, −0.00127 hartree² and 0.0625 hartree, and the screened ones 0.0510 hartree, 0.00657 hartree² and 0.0903 hartree. The Tamm-Dancoff energy thus gives no warning. It can hide the instability because A = (S+D)/2 may be positive definite when S is not.

The bare-interaction singlet also tests the factors in (14) from outside. The static polarizability in cc-pVDZ is 44.07 bohr³ both from the amplitudes and from Hartree-Fock calculations in a small finite field. The agreement tests the factors, not the basis: aug-cc-pVQZ gives 45.60 bohr³. The numerical check also compares the reduction with direct diagonalization of the 2N-dimensional problem.

Values computed for the example and the checks

```
Be, cc-pVDZ, HF orbitals, static RPA W; pairs 2s->p_z(1), 2s->p_z(2)
Orbitals 14, all pairs 24, p_z-sector pairs 4
Orbital energies 2s, p_z(1), p_z(2): -0.309039 0.058259 0.350180 hartree
1s frozen; symmetric matrices listed as 11 12 22
A: 0.211543 0.002987 0.432400 hartree
B: 0.076115 -0.046635 0.047361 hartree
A-B: 0.135427 0.049622 0.385039 hartree
A+B: 0.287658 -0.043649 0.479761 hartree
Eigenvalues of A-B: 0.125925 0.394542 hartree
Eigenvalues of A+B: 0.278206 0.489213 hartree
(A-B)^(1/2): 0.364526 0.050481 0.618458 hartree^(1/2)
(A-B)^(-1/2): 2.774654 -0.226477 1.635410 hartree^(-1/2)
M: 0.037840 0.010320 0.181512 hartree^2
Omega^2: 0.037102 0.182249 hartree^2
Omega: 0.192620 0.426906 hartree
Tamm-Dancoff energies: 0.211502 0.432440 hartree
State 1 Z: 0.997456 -0.071282
State 1 X+Y: 0.820261 0.014280
State 1 X-Y: 1.221741 -0.150307
State 1 X: 1.021001 -0.068014
State 1 Y: -0.200740 0.082294
State 2 Z: 0.071282 0.997456
State 2 X+Y: 0.116833 0.949650
State 2 X-Y: -0.018372 1.055279
State 2 X: 0.049230 1.002465
State 2 Y: 0.067602 -0.052814
State 1 X.X, Y.Y, difference: 1.047069 0.047069 1.000000
State 1 squared length of X+Y: 0.673032
Complete p_z sector, 1s included, singlet
Full energies: 0.192421 0.426579 4.439777 4.731207 hartree
Tamm-Dancoff energies: 0.211306 0.432099 4.439927 4.731332 hartree
Lowest full energy: 5.236037 eV
Lowest Tamm-Dancoff energy: 5.749938 eV
Lowest shift, full minus TDA: -0.018885 hartree
Second-order estimate of shift: -0.017472 hartree
Full oscillator strengths: 1.423909 0.097395 0.258832 0.185040
Tamm-Dancoff oscillator strengths: 2.320387 0.008545 0.287152 0.206157
Sum of full strengths: 1.965176
4 d.(A-B).d: 1.965176
Lowest strength if X+Y had unit length: 2.114540
Triplet, complete p_z sector
screened W: lowest eigenvalue of A+B: 0.047428 hartree
screened W: lowest Omega^2: 0.006003 hartree^2
screened W: lowest Tamm-Dancoff energy: 0.087298 hartree
bare W: lowest eigenvalue of A+B: -0.008852 hartree
bare W: lowest Omega^2: -0.001180 hartree^2
bare W: lowest Tamm-Dancoff energy: 0.062882 hartree
Bare-interaction singlet polarizability
From amplitudes: 44.073383 bohr^3
From finite field: 44.073333 bohr^3
```
